# Inverting the Julliere Formula in a Multiferroic Tunnel Junction: verification in Python

```python
"""Inversion of the Julliere formula in a multiferroic tunnel junction.

Result under test: p = P_L*P_R = T/(2+T), where T = (R_AP-R_P)/R_P is the
magnetoresistance in one ferroelectric state, R_P and R_AP are resistances for
parallel and antiparallel magnetizations, and P_L, P_R are the tunnelling spin
polarizations of the electrodes. T = 0.50 and 0.20 give p = 0.200 and 0.0909.
Lengths are in nm, energies in eV, conductances in microsiemens (uS),
resistances in megaohm, unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def product_from_tmr(tmr):
    return tmr / (2 + tmr)


def spin_sum(pol_left, pol_right, angle):
    """Conductance from an explicit sum over spin states of both electrodes."""
    left = [(1 + pol_left) / 2, (1 - pol_left) / 2]
    right = [(1 + pol_right) / 2, (1 - pol_right) / 2]
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    spinors = np.array([[c, -s], [s, c]])  # columns: rotated spin states
    return sum(left[i] * right[j] * spinors[i, j] ** 2
               for i in range(2) for j in range(2))


def tmr_from_sum(pol_left, pol_right, leak=0.0, misalignment=0.0):
    g_par = spin_sum(pol_left, pol_right, 0.0) + leak
    g_anti = spin_sum(pol_left, pol_right, np.pi - misalignment) + leak
    return g_par / g_anti - 1


# Inversion against explicit spin sums, including negative polarizations
for pl, pr in [(0.8, 0.25), (-0.4, 0.6), (-0.3, -0.7), (0.95, 0.9)]:
    assert abs(product_from_tmr(tmr_from_sum(pl, pr)) - pl * pr) < 1e-12

# Worked example: chosen resistances in the two ferroelectric states
r_par = np.array([1.00, 4.00])
r_anti = np.array([1.50, 4.80])
tmr = (r_anti - r_par) / r_par
product = product_from_tmr(tmr)
pol_manganite = 0.80
pol_other = np.array([brentq(lambda x: tmr_from_sum(pol_manganite, x) - t,
                             -0.9, 0.9, xtol=1e-14) for t in tmr])
assert np.allclose(pol_manganite * pol_other, product, atol=1e-11)
assert np.allclose(product, [1 / 5, 1 / 11], atol=1e-12)

# Other normalization: same percentages referred to R_AP
product_alt = tmr / (2 - tmr)
for t, p in zip(tmr, product_alt):
    ordinary = tmr_from_sum(1.0, p)
    assert abs(ordinary / (1 + ordinary) - t) < 1e-12

# Error propagation against a finite difference of the root search
tmr_error = 0.01
product_error = 2 * tmr_error / (2 + tmr) ** 2
for t, dp in zip(tmr, product_error):
    h = 1e-4
    hi, lo = [brentq(lambda x: tmr_from_sum(1.0, x) - v, -0.9, 0.9,
                     xtol=1e-14) for v in (t + h, t - h)]
    assert abs((hi - lo) / (2 * h) * tmr_error - dp) < 1e-8

# A leak common to both ferroelectric states, with one unchanged product
g_par, g_anti = 1 / r_par, 1 / r_anti
g_mean, g_half = (g_par + g_anti) / 2, (g_par - g_anti) / 2
leak = ((g_half[0] * g_mean[1] - g_half[1] * g_mean[0])
        / (g_half[0] - g_half[1]))
common_product = g_half[0] / (g_mean[0] - leak)
assert 0 < leak < g_mean[1] and 0 < common_product < pol_manganite
for i in range(2):
    scale = (g_mean[i] - leak) / spin_sum(0, 0, 0)
    rebuilt = tmr_from_sum(pol_manganite, common_product / pol_manganite,
                           leak=leak / scale)
    assert abs(rebuilt - tmr[i]) < 1e-12

# Incomplete antiparallel alignment
misalign_deg = 20.0
misalign = np.radians(misalign_deg)
product_misaligned = tmr / (1 + (1 + tmr) * np.cos(misalign))
for t, p in zip(tmr, product_misaligned):
    assert abs(tmr_from_sum(0.8, p / 0.8, misalignment=misalign) - t) < 1e-12

# Series resistance of the leads
r_series = 0.005
product_series = product_from_tmr((r_anti - r_par) / (r_par - r_series))

# Barrier transmission, free-electron electrodes, summed over in-plane k
thickness, barrier_mass, side = 2.0, 0.20, 100.0
k_factor = 2 * const.m_e * const.e / const.hbar ** 2 * 1e-18  # nm^-2 per eV


def transmission(k_left, k_right, phi_left, phi_right, k_par, slices=80):
    a, b = np.ones_like(k_par), np.zeros_like(k_par)
    c, d = np.zeros_like(k_par), np.ones_like(k_par)
    step = thickness / slices
    for n in range(slices):
        phi = phi_left + (phi_right - phi_left) * (n + 0.5) / slices
        kappa = np.sqrt(k_factor * barrier_mass * phi + k_par ** 2)
        ch, sh = np.cosh(kappa * step), np.sinh(kappa * step)
        up, down = barrier_mass * sh / kappa, kappa * sh / barrier_mass
        a, b, c, d = (ch * a + up * c, ch * b + up * d,
                      down * a + ch * c, down * b + ch * d)
    kl = np.sqrt(np.maximum(k_left ** 2 - k_par ** 2, 0))
    kr = np.sqrt(np.maximum(k_right ** 2 - k_par ** 2, 0))
    denominator = (d * kl + a * kr) ** 2 + (c - kl * kr * b) ** 2
    return 4 * kl * kr / denominator


dk = 0.005
k_grid = (np.arange(2000) + 0.5) * dk


def channel(kl, kr, phis, normal_only=False):
    if normal_only:
        return transmission(kl, kr, *phis, np.array([0.0]))[0]
    return np.sum(k_grid * transmission(kl, kr, *phis, k_grid)) * dk


def junction(left, right, phis, normal_only=False):
    """Inverted product, separately found product, parallel conductance."""
    g = np.array([[channel(x, y, phis, normal_only) for y in right]
                  for x in left])
    par, anti = g[0, 0] + g[1, 1], g[0, 1] + g[1, 0]
    k_normal = 10.0  # nonmagnetic counter-electrode
    gl = [channel(x, k_normal, phis, normal_only) for x in left]
    gr = [channel(k_normal, y, phis, normal_only) for y in right]
    pol_l = (gl[0] - gl[1]) / (gl[0] + gl[1])
    pol_r = (gr[0] - gr[1]) / (gr[0] + gr[1])
    return product_from_tmr(par / anti - 1), pol_l * pol_r, par


k_left_pair, k_right_pair = (11.0, 3.0), (13.0, 5.0)
tilts = [(1.8, 1.2), (1.2, 1.8)]
barrier = [junction(k_left_pair, k_right_pair, t) for t in tilts]
for t, (inverted, separate, _) in zip(tilts, barrier):
    # the in-plane momentum correlates the two interfaces: percent-size error
    assert abs(inverted / separate - 1) < 0.10
    inv0, sep0, _ = junction(k_left_pair, k_right_pair, t, normal_only=True)
    # at one momentum only multiple reflections spoil the factorization
    assert abs(inv0 / sep0 - 1) < 1e-3
assert abs(barrier[1][0] / barrier[0][0] - 1) > 0.02
mirror = [junction(k_left_pair, k_left_pair, t)[0] for t in tilts]
assert abs(mirror[0] - mirror[1]) < 1e-9
quantum_us = const.e ** 2 / const.h * 1e6
model_r = [1 / (quantum_us * side ** 2 * x[2] / (2 * np.pi)) for x in barrier]
assert 0.1 < model_r[0] / r_par[0] < 10

# Thermal spin waves in the manganite (bulk, quadratic dispersion)
stiffness, cell, moment = 1.7e-3, 0.39, 3.7  # eV nm^2, nm, Bohr magnetons
wave_integral = quad(lambda x: x * x / np.expm1(x * x), 1e-9, 20,
                     limit=200)[0]


def moment_loss(temperature):
    thermal = const.k * temperature / const.e
    density = (thermal / stiffness) ** 1.5 * wave_integral / (2 * np.pi ** 2)
    return 2 * density * cell ** 3 / moment


read_bias, write_bias = 0.010, 1.0
field = [v / thickness * 10 for v in (read_bias, write_bias)]  # MV/cm


def show(label, values, unit="", digits=4):
    text = ", ".join(f"{v:.{digits}g}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


print("Pairs are ferroelectric states A, B")
show("R parallel", r_par, "Mohm")
show("R antiparallel", r_anti, "Mohm")
show("Magnetoresistance", 100 * tmr, "%")
show("Polarization product p", product)
show("Ratio of magnetoresistances A/B", tmr[0] / tmr[1])
show("Ratio of products A/B", product[0] / product[1])
show("p if same % refer to R_AP", product_alt)
show("Error of p for 1 point in T", product_error, "", 2)
show("Assumed manganite polarization", pol_manganite)
show("Other electrode polarization", pol_other)
show("Other polarization, ratio B/A", pol_other[1] / pol_other[0])
show("Electroresistance B vs A, parallel",
     100 * (r_par[1] / r_par[0] - 1), "%")
show("Electroresistance B vs A, antiparallel",
     100 * (r_anti[1] / r_anti[0] - 1), "%")
show("G parallel", g_par, "uS")
show("G antiparallel", g_anti, "uS")
show("Mean conductance", g_mean, "uS")
show("Half difference D", g_half, "uS")
show("Common leak that mimics the change", leak, "uS")
show("Leak resistance", 1 / leak, "Mohm")
show("Unchanged product with this leak", common_product)
show("Leak share of mean conductance", 100 * leak / g_mean, "%", 3)
show("Misalignment tried", misalign_deg, "degrees")
show("p corrected for misalignment", product_misaligned)
show("Series resistance tried", 1000 * r_series, "kohm")
show("p corrected for series resistance", product_series)
show("Barrier thickness", thickness, "nm")
show("Junction side", side, "nm")
show("Barrier mass", barrier_mass, "electron masses")
show("Barrier height at left, A and B", [t[0] for t in tilts], "eV")
show("Barrier height at right, A and B", [t[1] for t in tilts], "eV")
show("Left k majority, minority", k_left_pair, "1/nm")
show("Right k majority, minority", k_right_pair, "1/nm")
show("Barrier model: p inverted from T", [x[0] for x in barrier])
show("Barrier model: P_L*P_R separately", [x[1] for x in barrier])
show("Barrier model: factorization error",
     [100 * (x[0] / x[1] - 1) for x in barrier], "%", 2)
show("Barrier model: mirror junction p", mirror)
show("Barrier model: R parallel", model_r, "Mohm", 2)
show("Spin-wave stiffness (rough)", 1000 * stiffness, "meV nm^2")
show("Spin-wave moment loss, 10 K", 100 * moment_loss(10), "%", 2)
show("Spin-wave moment loss, 300 K", 100 * moment_loss(300), "%", 2)
show("Thermal energy at 10 K", 1000 * const.k * 10 / const.e, "meV", 3)
show("Read and write bias", [read_bias, write_bias], "V")
show("Read and write field", field, "MV/cm")
print("checks complete")
```

It prints:

```
Pairs are ferroelectric states A, B
R parallel: 1, 4 Mohm
R antiparallel: 1.5, 4.8 Mohm
Magnetoresistance: 50, 20 %
Polarization product p: 0.2, 0.09091
Ratio of magnetoresistances A/B: 2.5
Ratio of products A/B: 2.2
p if same % refer to R_AP: 0.3333, 0.1111
Error of p for 1 point in T: 0.0032, 0.0041
Assumed manganite polarization: 0.8
Other electrode polarization: 0.25, 0.1136
Other polarization, ratio B/A: 0.4545
Electroresistance B vs A, parallel: 300 %
Electroresistance B vs A, antiparallel: 220 %
G parallel: 1, 0.25 uS
G antiparallel: 0.6667, 0.2083 uS
Mean conductance: 0.8333, 0.2292 uS
Half difference D: 0.1667, 0.02083 uS
Common leak that mimics the change: 0.1429 uS
Leak resistance: 7 Mohm
Unchanged product with this leak: 0.2414
Leak share of mean conductance: 17.1, 62.3 %
Misalignment tried: 20 degrees
p corrected for misalignment: 0.2075, 0.094
Series resistance tried: 5 kohm
p corrected for series resistance: 0.2008, 0.09101
Barrier thickness: 2 nm
Junction side: 100 nm
Barrier mass: 0.2 electron masses
Barrier height at left, A and B: 1.8, 1.2 eV
Barrier height at right, A and B: 1.2, 1.8 eV
Left k majority, minority: 11, 3 1/nm
Right k majority, minority: 13, 5 1/nm
Barrier model: p inverted from T: 0.115, 0.126
Barrier model: P_L*P_R separately: 0.1134, 0.1246
Barrier model: factorization error: 1.4, 1.2 %
Barrier model: mirror junction p: 0.2149, 0.2149
Barrier model: R parallel: 0.35, 0.34 Mohm
Spin-wave stiffness (rough): 1.7 meV nm^2
Spin-wave moment loss, 10 K: 0.068 %
Spin-wave moment loss, 300 K: 11 %
Thermal energy at 10 K: 0.862 meV
Read and write bias: 0.01, 1 V
Read and write field: 0.05, 5 MV/cm
checks complete
```
